\section*{Density-gradient quantum potential: coefficient at high temperature and for one state}

\section{A coefficient that has to be chosen}

A transistor simulation that replaces the Schr\"odinger equation by a density-gradient equation needs a value for one number, the coefficient $\lambda$ of the quantum potential. The choice changes the distance of the inversion charge from the oxide, and the gate voltage at which that charge appears. Two values are derived here: $\lambda=1/3$ for a hot, dilute gas in a smooth potential, and $\lambda=1$ for a single occupied state.

The algebra uses atomic units, $\hbar=1$. A particle of mass $m$ moves along $x$ in a potential energy $V(x)$. Motion in the transverse plane is free and contributes a constant factor to the density. With $\beta=1/kT$ and chemical potential $\mu$, the density-gradient equation is
\begin{equation}
kT\ln\frac{n}{N_c}+V+\lambda Q=\mu,\qquad
Q=-\frac{1}{2m}\frac{(\sqrt n)''}{\sqrt n}.
\label{dg}
\end{equation}
Primes are $x$ derivatives. The constant $N_c$ is the density that a classical Boltzmann gas has where $V=\mu$. For $\lambda=0$ the equation returns the classical density $n=N_ce^{\beta(\mu-V)}$. Boltzmann statistics are assumed throughout the derivation.

It is convenient to write $g=\ln n$. Then $\sqrt n=e^{g/2}$, and two differentiations give
\begin{equation}
\frac{(\sqrt n)''}{\sqrt n}=\frac{g''}{2}+\frac{g'^2}{4},\qquad
Q=-\frac{1}{4m}\Big(g''+\frac{g'^2}{2}\Big).
\label{qg}
\end{equation}

\section{The thermal Wigner function}

The operator $\rho=e^{-\beta H}$ commutes with $H$, so it obeys $\partial_\beta\rho=-\tfrac12(H\rho+\rho H)$, with $\rho=1$ at $\beta=0$. Its Wigner transform is
\begin{equation}
W(x,p)=\int dy\,e^{-ipy}\rho\big(x+\tfrac y2,x-\tfrac y2\big).
\end{equation}

Consider the kinetic part first. For $x_{1,2}=x\pm y/2$ the derivatives are $\partial_{1,2}=\tfrac12\partial_x\pm\partial_y$, so $\partial_1^2+\partial_2^2=\tfrac12\partial_x^2+2\partial_y^2$. The kinetic part of the right-hand side is therefore
\begin{equation}
\frac{1}{4m}(\partial_1^2+\partial_2^2)\rho
=\frac{1}{8m}\partial_x^2\rho+\frac{1}{2m}\partial_y^2\rho .
\end{equation}
Integration by parts turns $\partial_y^2$ into $-p^2$ under the transform. For the potential part, a Taylor expansion gives
\begin{equation}
-\tfrac12\big[V(x+\tfrac y2)+V(x-\tfrac y2)\big]
=-V-\frac{y^2}{8}V''-\dots ,
\end{equation}
and $y^2$ becomes $-\partial_p^2$. With $h=p^2/2m+V$ the sum is
\begin{equation}
\partial_\beta W=-hW+\frac18\Big[V''W_{pp}+\frac1m W_{xx}\Big]+\dots
\label{bloch}
\end{equation}

At fixed $V$ and $\beta$, thermal momenta satisfy $p^2\sim m/\beta$, so each pair of $p$ derivatives brings a factor $1/m$. The bracket is of order $1/m$, and the omitted terms, which contain $V''''$ and higher derivatives, begin at $1/m^2$. Restoring $\hbar$ shows that this is the expansion in $\hbar^2$.

Now put $W=e^{-\beta h}(1+w)$ with $w=0$ at $\beta=0$. The term $-hW$ cancels. To first order the bracket acts on $e^{-\beta h}$ alone:
\begin{align}
\partial_p^2e^{-\beta h}&=\Big(\frac{\beta^2p^2}{m^2}-\frac{\beta}{m}\Big)e^{-\beta h},\\
\partial_x^2e^{-\beta h}&=(\beta^2V'^2-\beta V'')e^{-\beta h}.
\end{align}
The two terms in $\beta V''/m$ add, so
\begin{equation}
\partial_\beta w=\frac18\Big[-\frac{2\beta V''}{m}+\frac{\beta^2V'^2}{m}+\frac{\beta^2p^2V''}{m^2}\Big],
\end{equation}
and integration from zero gives
\begin{equation}
w=-\frac{\beta^2V''}{8m}+\frac{\beta^3V'^2}{24m}+\frac{\beta^3p^2V''}{24m^2}.
\label{w}
\end{equation}

\section{From the expansion to one third}

The density follows by integrating over $p$. In the Gaussian weight $e^{-\beta p^2/2m}$ the mean of $p^2$ is $m/\beta$, so the last term of (\ref{w}) becomes $+\beta^2V''/24m$. It combines with the first as $-\tfrac18+\tfrac1{24}=-\tfrac1{12}$. Since $\ln(1+w)=w$ at this order,
\begin{equation}
\ln\frac{n}{N_c}=\beta(\mu-V)-\frac{\beta^2V''}{12m}+\frac{\beta^3V'^2}{24m}.
\label{density}
\end{equation}
In general both corrections must be small compared with one, and $V$ must be smooth enough for the higher derivatives to be negligible.

Define the quantum correction $\Lambda$ by $n=N_ce^{\beta(\mu-V-\Lambda)}$. Comparison with (\ref{density}) gives
\begin{equation}
\Lambda=\frac{\beta V''}{12m}-\frac{\beta^2V'^2}{24m}.
\label{lam}
\end{equation}
$\Lambda$ is already of order $1/m$, so the classical relations $\beta V'=-g'$ and $\beta V''=-g''$ may be used inside it; their errors enter at $1/m^2$. With (\ref{qg}),
\begin{equation}
\Lambda=-\frac{1}{12m}\Big(g''+\frac{g'^2}{2}\Big)=\frac{Q}{3}.
\label{third}
\end{equation}
This is the high-temperature value $\lambda=1/3$. The replacement of $V$ by $n$ is a choice among forms that agree at this order. Beyond it, they differ.

The expansion was compared with diagonalization for $V=x^2/2+x^3/10+x^4/20$ at $\beta=1$ and $|x|<1.5$. When $m$ is doubled from 20 to 40, the largest error of (\ref{density}) falls by a factor 3.98, as an error of order $1/m^2$ should. A weighted least-squares fit of (\ref{dg}) to the computed densities gives $\lambda=0.3343$ and $0.3338$ for the two masses. Linear extrapolation to $1/m=0$ gives 0.3334.

\section{The value for a single occupied state}

Let one state with real normalized wave function $\psi$ hold $N$ particles per unit area, so that $n=N\psi^2$. Dividing $-\psi''/2m+V\psi=E\psi$ by $\psi$ gives, away from nodes,
\begin{equation}
V+Q=E,
\label{single}
\end{equation}
because the constant $N$ cancels in $Q$. The coefficient of $Q$ is one, three times the value in (\ref{third}).

Equation (\ref{single}) contains no local logarithm. If the transverse motion is thermal, then $N=N_2e^{\beta(\mu-E)}$ with a constant $N_2$, and eliminating $E$ gives
\begin{equation}
kT\ln\frac{N}{N_2}+V+Q=\mu .
\end{equation}
The logarithm holds the total number per area, whereas (\ref{dg}) holds the density at each point. Setting $\lambda=1$ in (\ref{dg}) therefore reproduces a single state without nodes, such as the ground state, when $kT$ is negligible against the spacing to the next level. A large confinement energy alone is not enough: two nearly level wells can have a spacing far below it, and once $kT$ is comparable with that spacing the local logarithm spreads the density over both wells, as thermal occupation of the second level would, even if the ground state sits in one. Measured against a single occupied state, the local logarithm remains as an error at finite temperature.

For the same anharmonic well with $m=1$, the ground state has $E=0.5245$. At the grid points with $|x|\le1.44$ the sum $V+Q$ departs from this energy by at most $7\times10^{-8}$, while $V+Q/3$ varies by 1.03.

\section{Why the ratio is three}

The second moment of $p$ at fixed $x$, taken with the Wigner function, shows what the factor means. It is called a local momentum spread here, although it is not an ordinary variance: for a real pure state it is negative wherever $\ln n$ curves upward. In the thermal Wigner function, only the $p^2$ term of (\ref{w}) changes the variance of $p$ at fixed $x$. Using $\langle p^4\rangle-\langle p^2\rangle^2=2m^2/\beta^2$,
\begin{equation}
\langle p^2\rangle_x=\frac m\beta+\frac{\beta^3V''}{24m^2}\,\frac{2m^2}{\beta^2}
=\frac m\beta+\frac{\beta V''}{12}=\frac m\beta-\frac{g''}{12}.
\label{var}
\end{equation}
For a real pure state the same moment is $-\tfrac14(\partial_1-\partial_2)^2\psi(x_1)\psi(x_2)$ at $x_1=x_2$, divided by $\psi^2$:
\begin{equation}
\langle p^2\rangle_x=\frac{\psi'^2-\psi\psi''}{2\psi^2}
=-\frac12(\ln|\psi|)''=-\frac{g''}{4}.
\end{equation}
The part of the momentum spread tied to the curvature of $\ln n$ is thus one third as large in the hot gas as in the pure state; the rest of the hot gas's spread is the classical $m/\beta$. This spread acts as a pressure $n\langle p^2\rangle_x/m$. Differentiating (\ref{qg}) gives the matching identity
\begin{equation}
nQ'=-\frac{1}{4m}n(g'''+g'g'')=-\frac{1}{4m}(ng'')',
\label{pressure}
\end{equation}
so the force density from $\lambda Q$, which is $-\lambda nQ'$, is minus the gradient of a pressure $-\lambda ng''/4m$. The two variances correspond to $\lambda=1/3$ and $\lambda=1$. In the anharmonic well, the largest error of (\ref{var}) falls by a factor 1.99 when $m$ goes from 20 to 40, as expected for a remainder of order $1/m$.

\section{The oscillator between the two limits}

For $V=m\omega^2x^2/2$ the omitted terms of (\ref{bloch}) vanish, since they contain derivatives of $V$ beyond the second. Try a function of $h$ alone. Then
\begin{equation}
m\omega^2W_{pp}+\frac1mW_{xx}=2\omega^2(W_h+hW_{hh}).
\end{equation}
Inserting $W=e^{-A-Bh}$, with $A$ and $B$ functions of $\beta$, and comparing powers of $h$ gives
\begin{equation}
B'=1-\frac{\omega^2B^2}{4},\qquad A'=\frac{\omega^2B}{4},
\end{equation}
where the prime here means $d/d\beta$. With $B(0)=0$ and $u=\beta\omega$, the solution is $B=(2/\omega)\tanh(u/2)$. The density is Gaussian with variance
\begin{equation}
s=\frac{1}{Bm\omega^2}=\frac{c}{2m\omega},\qquad c=\coth\frac u2 .
\end{equation}

A Gaussian has $g'=-x/s$ and $g''=-1/s$. The terms in $x^2$ of (\ref{dg}) then require
\begin{equation}
-\frac{kT}{2s}+\frac{m\omega^2}{2}-\frac{\lambda}{8ms^2}=0 .
\label{gauss}
\end{equation}
The constant terms fix the normalization. Multiplying by $8ms^2$ and inserting $s$ gives the coefficient that reproduces the thermal width:
\begin{equation}
\lambda(u)=4m^2\omega^2s^2-4mkTs=c^2-\frac{2c}{u}.
\end{equation}

For small $u$, $c=2/u+u/6-u^3/360+\dots$, so
\begin{equation}
\lambda=\Big(\frac4{u^2}+\frac23+\frac{u^2}{60}\Big)-\Big(\frac4{u^2}+\frac13-\frac{u^2}{180}\Big)+\dots
=\frac13+\frac{u^2}{45}+\dots
\end{equation}
For large $u$, $c\to1$ and $\lambda\to1-2/u$. Fits to diagonalized densities give 0.339, 0.411, 0.800 and 0.950 at $u=0.5$, 2, 10 and 40. The approach to one is slow because the local logarithm persists: solving (\ref{gauss}) with $\lambda=1$ gives $s=[kT+\sqrt{(kT)^2+\omega^2}]/(2m\omega^2)$, which at low temperature exceeds the ground-state variance by the relative amount $1/u$.

\section{A hard wall is outside the expansion}

An oxide interface can be modelled as an infinite wall. No temperature makes such a potential smooth, and two results show the consequence.

First take $V=Fz$ for $z>0$, with $n(0)=0$ and $N$ particles per area. Differentiate (\ref{dg}), multiply by $n$ and integrate over $z$. The thermal term integrates to zero because $n$ vanishes at both ends. With (\ref{pressure}),
\begin{equation}
FN=-\lambda\int_0^\infty nQ'\,dz=\frac{\lambda}{4m}\Big[ng''\Big]_0^\infty .
\end{equation}
Near the wall $n=a^2z^2$, so $ng''=n''-n'^2/n=2a^2-4a^2=-2a^2$. Hence $FN=\lambda a^2/2m$, or
\begin{equation}
n\to\frac{2mFN}{\lambda}z^2 .
\label{wall}
\end{equation}
For a Schr\"odinger state, multiply the equation by $\psi'$ and integrate. The kinetic term gives $\psi'(0)^2/4m$, the potential term gives $\tfrac12\int V(\psi^2)'dz=-F/2$, and the energy term vanishes. Thus $\psi'(0)^2=2mF$ for every level, and any mixture of levels has $n\to2mFNz^2$. At equal $F$ and $N$, the choice $\lambda=1/3$ makes the density next to the wall three times too large, at any temperature; $\lambda=1$ gives the correct leading term.

Next take a flat potential beside the wall, with density $n_0$ far away. The states are $\sin kz$, and their Boltzmann average is
\begin{equation}
\frac n{n_0}=1-\frac{\int dk\,e^{-\beta k^2/2m}\cos2kz}{\int dk\,e^{-\beta k^2/2m}}
=1-e^{-z^2/\ell^2},\quad \ell=\frac{1}{\sqrt{2mkT}} .
\end{equation}
The depleted length $d=\int(1-n/n_0)dz$ is $\sqrt\pi\,\ell/2=0.886\,\ell$. For the density-gradient equation put $r=\sqrt{n/n_0}$, so that $\lambda\ell^2r''=2r\ln r$. Multiplying by $2r'$ and integrating, with $r'=0$ at $r=1$, gives
\begin{equation}
\lambda\ell^2r'^2=1-r^2+2r^2\ln r ,
\end{equation}
and changing variable from $z$ to $r$,
\begin{equation}
d=\sqrt\lambda\,\ell\int_0^1\frac{(1-r^2)\,dr}{\sqrt{1-r^2+2r^2\ln r}}=1.187\sqrt\lambda\,\ell .
\end{equation}
Equal depleted lengths require $\lambda=(0.886/1.187)^2=0.557$. Both lengths scale with $\ell$, so this value does not depend on temperature: heating the gas does not bring the wall coefficient to one third.

\section{Electrons at a silicon--oxide interface}

Consider weak inversion at a silicon (100) surface at 300 K, with $F=0.4$ MV/cm $=0.004$ eV/\AA\ and longitudinal mass 0.92. The wall is infinite and one ladder of levels is kept. Here $kT=0.02585$ eV and $\hbar^2/2m=4.141$ eV\,\AA$^2$. The last term of (\ref{density}) is
\begin{equation}
\frac{4.141\times0.004^2}{12\times0.02585^3}=0.32,
\end{equation}
which is not very small. In a uniform field without a wall this does no harm: $V''$ and all higher derivatives vanish, and $W=e^{-\beta h+\beta^3F^2/24m}$ solves (\ref{bloch}) exactly. What spoils $\lambda=1/3$ here is the wall.

The lowest levels lie at 0.0946 and 0.1654 eV, a spacing of $2.7\,kT$. The virial theorem gives $F\langle z\rangle=2\langle T_z\rangle$, with $T_z$ the kinetic energy, hence $\langle z\rangle=2E/3F$. The ground level is centred at $2\times0.0946/0.012=15.8$ \AA, and the thermal average over the ladder is 16.7 \AA\ (1.67 nm). The classical value is $kT/F=6.5$ \AA. The density-gradient equation gives 14.0 \AA\ (1.40 nm) for $\lambda=1/3$ and 18.5 \AA\ (1.85 nm) for $\lambda=1$, which are 16\% below and 11\% above the Schr\"odinger centroid.

A second quantity matters for the threshold voltage. Write the sheet density as $N=N_ce^{\beta\mu}L$. Classically $L=kT/F$; for the levels, $L=\sqrt{2\pi\hbar^2/mkT}\sum_ie^{-E_i/kT}$. At fixed $N$ and $F$ the bands must bend further by
\begin{equation}
\Delta=kT\ln\frac{kT/F}{L}.
\end{equation}
The square root is $\sqrt{4\pi\times4.141/0.02585}=44.9$ \AA, and the two lowest levels contribute $0.0257+0.0017$ to the sum. This gives $L\approx1.23$ \AA\ and $\Delta\approx0.043$ eV, in agreement with the full sum. The density-gradient values are 0.032 eV for $\lambda=1/3$ and 0.053 eV for $\lambda=1$, each about 25\% from the Schr\"odinger result.

Matching the centroid requires $\lambda=0.67$, and matching $\Delta$ requires 0.61. No single value does both. The computed density ratios at the wall are 3.00 and 1.00 for the two choices, as (\ref{wall}) demands. At 5 \AA\ they are about 2.0 and 0.9.

\section{The model beside a real transistor}

The parameters are rough typical values for a bulk n-channel device. With a band bending of 0.9 eV, the field implies a depletion width $2\times0.9/0.004=450$ \AA\ and a doping near $6\times10^{17}$ cm$^{-3}$. The assumption that matters most for the centroid, among those sized here, is the single mass. Silicon has four further valleys whose confinement mass is about 0.19. They would hold 25\% of the electrons, centred at 26.9 \AA, and would move the overall centroid from 16.7 to 19.2 \AA. That shift is nearly as large as the error of $\lambda=1/3$. The effect on $\Delta$ is larger still. Classically the six valleys hold equal shares, so $L$ becomes an average over valleys. The two heavy valleys contribute $2\times1.23/6=0.41$ \AA\ to it and hold 75\% of the electrons, which gives $L\approx0.41/0.75=0.55$ \AA. Thus $\Delta$ rises from 0.043 to about 0.064 eV, a change about twice the error of either choice of $\lambda$. Taken one at a time, the image potential moves the one-ladder centroid to 17.8 \AA, penetration into the oxide to 15.8 \AA, and curvature of the depletion potential to 17.1 \AA.

Even at a sheet density of $10^{11}$ cm$^{-2}$, well above what a band bending of 0.9 eV gives at this doping, Fermi statistics change the centroid by only about 0.01 \AA, and the electrons' own field is 0.0155 MV/cm, 4\% of the applied one. Strong inversion would violate both approximations, and the numbers above do not cover it. At 400 K with the field held fixed, the Schr\"odinger centroid is 17.7 \AA\ and $\lambda=1/3$ gives 15.4 \AA, so the error falls from 16\% to 13\%.

For a smooth potential and a hot, dilute gas, $\lambda=1/3$ follows from the expansion. Beside a hard wall it is better to fit $\lambda$ to a Schr\"odinger calculation with the same field, temperature and valleys, and to state which quantity was fitted. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
SMOOTH WELLS (hbar = 1)
density error ratio, m 20 -> 40: 3.979 (4 expected)
variance error ratio, m 20 -> 40: 1.986 (2 expected)
lambda, anharmonic well, m=20: 0.33431
lambda, anharmonic well, m=40: 0.33383
lambda extrapolated to 1/m=0: 0.33336
single state energy E0: 0.52447
single state, max |V+Q-E0|: 6.9e-08
single state, spread of V+Q/3: 1.034
oscillator u=0.5: lambda = 0.33884
oscillator u=2: lambda = 0.41103
oscillator u=10: lambda = 0.80016
oscillator u=40: lambda = 0.95000
FLAT POTENTIAL AT A WALL (length unit hbar/sqrt(2 m kT))
depleted length, Schrodinger: 0.8862
depleted length, lambda=1/3: 0.6854
depleted length, lambda=1: 1.1872
lambda matching the depleted length: 0.5572
SILICON INVERSION LAYER: INPUTS (rough typical values)
field 0.4 MV/cm, T 300 K, sheet density 1e+11 cm^-2
masses: long. 0.92, transv. 0.19, oxide 0.5 m_e
permittivities: silicon 11.7, oxide 3.9
oxide barrier 3.1 eV, band bending 0.9 eV
doping implied: 5.75e+17 cm^-3
depletion width: 450 angstrom
kT: 0.02585 eV
hbar^2/2m, longitudinal: 4.1413 eV angstrom^2
lowest levels: 0.0946, 0.1654 eV
interior exponent beta^3 hbar^2 F^2/24m: 0.320
RESULTS
centroid, classical: 6.46 angstrom = 0.646 nm
centroid, Schrodinger: 16.65 angstrom = 1.665 nm
centroid, lambda=1/3: 14.00 angstrom = 1.400 nm
centroid, lambda=1: 18.53 angstrom = 1.853 nm
extra band bending, Schrodinger: 0.0427 eV
extra band bending, lambda=1/3: 0.0322 eV
extra band bending, lambda=1: 0.0534 eV
lambda matching the centroid: 0.669
lambda matching the band bending: 0.611
wall density ratio to Schrodinger, 1/3: 3.000
wall density ratio to Schrodinger, 1: 1.000
density ratio at 5 angstrom, 1/3: 2.021
density ratio at 5 angstrom, 1: 0.905
NEGLECTED EFFECTS (Schrodinger centroid)
share of electrons in second ladder: 24.8 %
centroid of second ladder: 26.88 angstrom
centroid with both ladders: 19.19 angstrom
centroid with oxide penetration: 15.78 angstrom
charge inside the oxide: 0.057 %
centroid with image potential: 17.81 angstrom
centroid with depletion curvature: 17.06 angstrom
centroid with Fermi statistics: 16.660 angstrom
field of the electrons themselves: 0.0155 MV/cm
centroid at 400 K, Schrodinger: 17.72 angstrom
centroid at 400 K, lambda=1/3: 15.44 angstrom
\end{verbatim}
